# Why rare gas species persist while condensed phases can vanish exactly: verification in Python

```python
"""
Result under test: in an ideal gas mixture at equilibrium every feasible species
has a nonzero amount, because the slope of n*ln(n/N) is -infinity at n = 0,
while a pure condensed phase has a finite slope and can be exactly absent.

G/RT = sum n_i [g_i + ln(P/P0) + ln(n_i/N)] + sum m_s g_s
n_i: gas amounts, N: their sum, m_s: condensed amounts, P0 = 1 bar,
g: standard free energy / kT relative to H2 gas and solid Sb (both zero).
a: activity of Sb (1 when solid Sb is present). Amounts are per mol H2 fed.
The Sb-H data are rough, rounded values meant for temperatures near 800 K.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import linprog, minimize, minimize_scalar
from scipy.special import gammaln

mp.mp.dps = 50
TEMPERATURE = 800.0                      # K
PRESSURE_TORR = 100.0
PRESSURE_PA = PRESSURE_TORR * const.torr
P_BAR = mp.mpf(PRESSURE_PA / const.bar)
K_EV = const.k / const.e                 # eV/K
RT = const.R * TEMPERATURE               # J/mol

# name: (H atoms, Sb atoms, formation enthalpy in eV, formation entropy in k)
DATA = {
    "H2": (2, 0, 0.0, 0.0),
    "H": (1, 0, 2.3, 6.5),
    "Sb": (0, 1, 2.7, 16.0),
    "Sb2": (0, 2, 2.4, 20.0),
    "Sb4": (0, 4, 2.1, 20.0),
    "SbH3": (3, 1, 1.5, -1.0),
}
MINOR = ("H", "Sb", "Sb2", "SbH3")


def standard_g(entry, temperature=TEMPERATURE):
    return mp.mpf(entry[2]) / mp.mpf(K_EV * temperature) - mp.mpf(entry[3])


def partial_pressures(activity, data=DATA, temperature=TEMPERATURE):
    """Mass-action pressures in bar; the H2 pressure closes the total."""
    k_eq = {s: mp.exp(-standard_g(d, temperature)) for s, d in data.items()}
    p_h2 = P_BAR
    for _ in range(14):
        p = {s: k_eq[s] * activity ** d[1] * p_h2 ** (mp.mpf(d[0]) / 2)
             for s, d in data.items()}
        p_h2 = P_BAR - sum(v for s, v in p.items() if s != "H2")
    p["H2"] = p_h2
    return p


def h2_content(p, data=DATA):
    return sum(data[s][0] * v for s, v in p.items()) / 2


def feed_ratio(p, data=DATA):
    """Sb atoms in the gas per H2 fed."""
    return sum(data[s][1] * v for s, v in p.items()) / h2_content(p, data)


def equilibrium(feed, data=DATA, allow_solid=True):
    feed = mp.mpf(feed)
    threshold = feed_ratio(partial_pressures(mp.mpf(1), data), data)
    if allow_solid and feed >= threshold:
        activity = mp.mpf(1)
    else:
        start = mp.log(feed / threshold) / 4
        root = mp.findroot(
            lambda u: mp.log(feed_ratio(partial_pressures(mp.exp(u), data), data)
                             / feed), (start, start + mp.mpf("0.01")))
        activity = mp.exp(root)
    p = partial_pressures(activity, data)
    scale = h2_content(p, data)
    amounts = {s: v / scale for s, v in p.items()}
    solid = feed - threshold if allow_solid and feed >= threshold else mp.mpf(0)
    return amounts, solid, activity


def gibbs(amounts):
    """G/RT from its definition; solid Sb contributes zero by the reference."""
    total = sum(amounts.values())
    return sum(n * (standard_g(DATA[s]) + mp.log(P_BAR) + mp.log(n / total))
               for s, n in amounts.items() if n > 0)


def shifted(amounts, name, step):
    """Make 'step' of a species (or of solid Sb) out of Sb4 and H2."""
    new = dict(amounts)
    n_h, n_sb = (0, 1) if name == "solid" else DATA[name][:2]
    if name != "solid":
        new[name] = new.get(name, mp.mpf(0)) + step
    new["Sb4"] -= n_sb * step / 4
    new["H2"] -= mp.mpf(n_h) * step / 2
    return new


# ---- Equilibria on both sides of the threshold, checked against G itself ----
threshold_feed = feed_ratio(partial_pressures(mp.mpf(1)))
FEEDS = (5e-4, 2e-3)
assert FEEDS[0] < threshold_feed < FEEDS[1]
results = [equilibrium(f) for f in FEEDS]
rng = np.random.default_rng(4)
small = mp.mpf("1e-6")
for feed, (amounts, solid, activity) in zip(FEEDS, results):
    g_min = gibbs(amounts)
    for name in MINOR:
        for factor in (small, -small, mp.mpf(-1)):      # -1 removes the species
            assert gibbs(shifted(amounts, name, factor * amounts[name])) > g_min
    step = small * amounts["Sb4"]
    assert gibbs(shifted(amounts, "solid", step)) > g_min
    if solid > 0:
        assert gibbs(shifted(amounts, "solid", -step)) > g_min
    for _ in range(200):                                # random feasible states
        share = [mp.mpf(float(w)) * mp.mpf(feed) for w in rng.dirichlet(np.ones(5))]
        split = mp.mpf(10) ** (-mp.mpf(float(rng.uniform(1, 14))))
        rest = 1 - mp.mpf(3) / 2 * share[3]
        trial = {"H2": (1 - split) * rest, "H": 2 * split * rest, "Sb": share[0],
                 "Sb2": share[1] / 2, "Sb4": share[2] / 4, "SbH3": share[3]}
        assert gibbs(trial) > g_min

# ---- The sign of the solid's slope changes at the predicted threshold ----
for factor, sign in ((0.99, 1), (1.01, -1)):
    gas_only, _, _ = equilibrium(factor * threshold_feed, allow_solid=False)
    step = mp.mpf("1e-12")
    slope = (gibbs(shifted(gas_only, "solid", step)) - gibbs(gas_only)) / step
    assert sign * slope > 0

# ---- Slopes at vanishing amount: logarithmic for gas, constant for solid ----
full, _, activity_low = results[0]
without = {s: d for s, d in DATA.items() if s != "SbH3"}
start_state, _, _ = equilibrium(FEEDS[0], without)
g_start = gibbs(start_state)
slope_rows = []
for exponent in (-8, -12, -16):
    eps = mp.mpf(10) ** exponent
    gas_slope = (gibbs(shifted(start_state, "SbH3", eps)) - g_start) / eps
    solid_slope = (gibbs(shifted(full, "solid", eps)) - gibbs(full)) / eps
    assert abs(gas_slope - (mp.log(eps / full["SbH3"]) - 1)) < 1e-3
    assert abs(solid_slope + mp.log(activity_low)) < 1e-3
    slope_rows.append((exponent, float(gas_slope), float(solid_slope)))
gain = g_start - gibbs(full)
assert abs(gain / full["SbH3"] - 1) < 1e-4

# ---- Whole gas phase of pure Sb: absent at fixed P, present at fixed V ----
sb_names = ("Sb", "Sb2", "Sb4")
g_sb = np.array([float(standard_g(DATA[s])) for s in sb_names])
saturation_bar = float(np.sum(np.exp(-g_sb)))


def gas_cost(logits):
    z = np.array([logits[0], logits[1], 0.0])
    log_x = z - np.logaddexp.reduce(z)
    return float(np.sum(np.exp(log_x) * (g_sb + float(mp.log(P_BAR)) + log_x)))


cost = minimize(gas_cost, [0.0, 0.0], method="Nelder-Mead",
                options={"maxiter": 4000, "xatol": 1e-8, "fatol": 1e-12}).fun
assert abs(cost - np.log(float(P_BAR) / saturation_bar)) < 1e-5
assert cost > 0
for g in g_sb:                                          # amount in units P0*V/kT
    best = minimize_scalar(lambda y: np.exp(y) * (g + y - 1), bounds=(-40, 0),
                           method="bounded", options={"xatol": 1e-9})
    assert abs(best.x + g) < 1e-4
LITRE = 1e-3                                            # m^3
counts_fixed_v = np.exp(-g_sb) * const.bar * LITRE / (const.k * TEMPERATURE)

# ---- Feasibility: columns H2O, H2, O2; rows H, O; feed H:O = 2:1 ----
balance = np.array([[2.0, 2.0, 0.0], [1.0, 0.0, 2.0]])
max_h2 = []
for columns in (2, 3):
    objective = np.zeros(columns)
    objective[1] = -1.0
    answer = linprog(objective, A_eq=balance[:, :columns], b_eq=[2.0, 1.0])
    assert answer.success
    max_h2.append(abs(answer.fun))
assert max_h2[0] < 1e-9 and max_h2[1] > 0.5


# ---- Finite systems by explicit counting ----
def mean_from_logs(values, log_weights):
    weights = np.exp(log_weights - np.max(log_weights))
    return float(np.sum(values * weights) / np.sum(weights))


def mean_lump(carriers, solutes, x_sat):
    """Solutes either mixed into the gas or in one lump fixed in place."""
    lump = np.arange(solutes + 1)
    k = solutes - lump
    logs = (gammaln(carriers + k + 1) - gammaln(k + 1) - gammaln(carriers + 1)
            + k * np.log(x_sat))
    return mean_from_logs(lump, logs)


def mean_rare(molecules, cost_kt):
    """Molecules that may each turn into a rare isomer of higher energy."""
    k = np.arange(molecules + 1)
    logs = (gammaln(molecules + 1) - gammaln(k + 1) - gammaln(molecules - k + 1)
            - k * cost_kt)
    return mean_from_logs(k, logs)


X_SAT, ISOMER_COST = 0.2, 8.0
lump_rows = [(9 * n, n, mean_lump(9 * n, n, X_SAT)) for n in (10, 100, 1000)]
saturation_ratio = 0.1 / X_SAT
assert abs(lump_rows[-1][2] - saturation_ratio / (1 - saturation_ratio)) < 0.02
assert lump_rows[-1][2] / 1000 < 0.1 * lump_rows[0][2] / 10
lump_share_above = mean_lump(9000, 4500, X_SAT) / 4500
assert abs(lump_share_above - (1 - 2 * X_SAT / (1 - X_SAT))) < 0.01
rare_rows = [(n, mean_rare(n, ISOMER_COST)) for n in (100, 10000)]
for n, mean in rare_rows:
    assert abs(mean / n * (1 + np.exp(ISOMER_COST)) - 1) < 1e-6

# ---- Sizes of neglected effects, as factors on the threshold feed ----
DH_ERROR, DT_ERROR = 0.05, 10.0                         # eV, K
lower = dict(DATA)
lower["Sb4"] = (0, 4, DATA["Sb4"][2] - DH_ERROR, DATA["Sb4"][3])
factor_dh = feed_ratio(partial_pressures(mp.mpf(1), lower), lower) / threshold_feed
factor_dt = feed_ratio(partial_pressures(
    mp.mpf(1), DATA, TEMPERATURE + DT_ERROR)) / threshold_feed
GAMMA, ATOM_VOLUME, RADIUS = 0.4, 0.030e-27, 10e-9      # J/m^2, m^3, m (rough)
kelvin = 2 * GAMMA * ATOM_VOLUME / (RADIUS * const.k * TEMPERATURE)
factor_curve = feed_ratio(partial_pressures(mp.exp(kelvin))) / threshold_feed
with_sb3 = dict(DATA)
with_sb3["Sb3"] = (0, 3, (DATA["Sb2"][2] + DATA["Sb4"][2]) / 2,
                   (DATA["Sb2"][3] + DATA["Sb4"][3]) / 2)
factor_sb3 = (feed_ratio(partial_pressures(mp.mpf(1), with_sb3), with_sb3)
              / threshold_feed)
VIRIAL = 100e-6                                         # m^3/mol, rough size
nonideal = VIRIAL * PRESSURE_PA / RT
solid_pv = ATOM_VOLUME * PRESSURE_PA / (const.k * TEMPERATURE)

# ---- Printed numbers ----
print(f"T = {TEMPERATURE:.0f} K, P = {PRESSURE_TORR:.0f} Torr, "
      f"kT = {K_EV * TEMPERATURE:.5f} eV")
print("species: enthalpy (eV), entropy (k), g (kT)")
for s, d in DATA.items():
    print(f"  {s:5s} {d[2]:5.2f} {d[3]:6.1f} {float(standard_g(d)):8.3f}")
print(f"threshold feed b* = {float(threshold_feed):.5e} mol Sb per mol H2")
for feed, (amounts, solid, activity) in zip(FEEDS, results):
    print(f"feed {feed:.1e} mol Sb per mol H2: activity a = {float(activity):.5f}")
    print(f"  solid Sb = {float(solid):.5e} mol per mol H2")
    total = sum(amounts.values())
    density = PRESSURE_PA * LITRE / (const.k * TEMPERATURE)
    for s in DATA:
        fraction = float(amounts[s] / total)
        print(f"  {s:5s} mole fraction {fraction:.4e}, "
              f"number in 1 litre {fraction * density:.3e}")
print("cost per amount added (RT), at added amount (mol per mol H2),")
print(f"  feed {FEEDS[0]:.1e}: first SbH3, then solid Sb")
for exponent, gas_slope, solid_slope in slope_rows:
    print(f"  1e{exponent:d}: {gas_slope:9.4f} {solid_slope:9.4f}")
print(f"SbH3 equilibrium amount = {float(full['SbH3']):.4e} mol per mol H2")
print(f"G gained by admitting SbH3 = {float(gain) * RT:.3e} J per mol H2")
print(f"pure Sb: saturation pressure = {saturation_bar * const.bar / const.torr:.5f} Torr")
print(f"pure Sb at {PRESSURE_TORR:.0f} Torr: least cost of gas = {cost:.3f} kT per molecule")
print("pure Sb, fixed 1 litre: numbers of Sb, Sb2, Sb4 = "
      + ", ".join(f"{c:.3e}" for c in counts_fixed_v))
print(f"largest H2 amount, H:O = 2:1: {max_h2[0]:.1f} mol without O2, "
      f"{max_h2[1]:.1f} mol with O2")
print(f"counting: saturated fraction {X_SAT}, saturation ratio {saturation_ratio:.2f}")
for carriers, solutes, mean in lump_rows:
    print(f"  {carriers} carriers, {solutes} solutes: mean lump {mean:.4f}, "
          f"share {mean / solutes:.2e}")
print(f"  9000 carriers, 4500 solutes: lump share {lump_share_above:.4f}")
for n, mean in rare_rows:
    print(f"  rare isomer, cost {ISOMER_COST:.0f} kT, {n} molecules: "
          f"mean {mean:.4f}, fraction {mean / n:.4e}")
print("neglected effects, factor on threshold feed:")
print(f"  Sb4 enthalpy lower by {DH_ERROR} eV: {float(factor_dh):.3f}")
print(f"  temperature higher by {DT_ERROR:.0f} K: {float(factor_dt):.3f}")
print(f"  particle radius {RADIUS * 1e9:.0f} nm, {GAMMA} J/m2, "
      f"{ATOM_VOLUME * 1e27:.3f} nm3 per atom: {float(factor_curve):.3f}")
print(f"  Sb3 with midpoint data: {float(factor_sb3):.3f}")
print(f"gas nonideality, virial {VIRIAL * 1e6:.0f} cm3/mol: {nonideal:.1e} kT")
print(f"pressure term of solid: {solid_pv:.1e} kT per atom")
print("OK")
```

Output:

```
T = 800 K, P = 100 Torr, kT = 0.06894 eV
species: enthalpy (eV), entropy (k), g (kT)
  H2     0.00    0.0    0.000
  H      2.30    6.5   26.863
  Sb     2.70   16.0   23.165
  Sb2    2.40   20.0   14.814
  Sb4    2.10   20.0   10.462
  SbH3   1.50   -1.0   22.758
threshold feed b* = 8.63998e-04 mol Sb per mol H2
feed 5.0e-04 mol Sb per mol H2: activity a = 0.87178
  solid Sb = 0.00000e+00 mol per mol H2
  H2    mole fraction 9.9987e-01, number in 1 litre 1.207e+21
  H     mole fraction 5.9030e-12, number in 1 litre 7.125e+09
  Sb    mole fraction 5.6880e-10, number in 1 litre 6.866e+11
  Sb2   mole fraction 2.1012e-06, number in 1 litre 2.536e+15
  Sb4   mole fraction 1.2393e-04, number in 1 litre 1.496e+17
  SbH3  mole fraction 4.1581e-11, number in 1 litre 5.019e+10
feed 2.0e-03 mol Sb per mol H2: activity a = 1.00000
  solid Sb = 1.13600e-03 mol per mol H2
  H2    mole fraction 9.9978e-01, number in 1 litre 1.207e+21
  H     mole fraction 5.9027e-12, number in 1 litre 7.125e+09
  Sb    mole fraction 6.5247e-10, number in 1 litre 7.876e+11
  Sb2   mole fraction 2.7647e-06, number in 1 litre 3.337e+15
  Sb4   mole fraction 2.1457e-04, number in 1 litre 2.590e+17
  SbH3  mole fraction 4.7690e-11, number in 1 litre 5.757e+10
cost per amount added (RT), at added amount (mol per mol H2),
  feed 5.0e-04: first SbH3, then solid Sb
  1e-8:    4.4826    0.1372
  1e-12:   -4.7278    0.1372
  1e-16:  -13.9381    0.1372
SbH3 equilibrium amount = 4.1586e-11 mol per mol H2
G gained by admitting SbH3 = 2.766e-07 J per mol H2
pure Sb: saturation pressure = 0.02173 Torr
pure Sb at 100 Torr: least cost of gas = 8.434 kT per molecule
pure Sb, fixed 1 litre: numbers of Sb, Sb2, Sb4 = 7.876e+11, 3.337e+15, 2.590e+17
largest H2 amount, H:O = 2:1: 0.0 mol without O2, 1.0 mol with O2
counting: saturated fraction 0.2, saturation ratio 0.50
  90 carriers, 10 solutes: mean lump 0.7714, share 7.71e-02
  900 carriers, 100 solutes: mean lump 0.9662, share 9.66e-03
  9000 carriers, 1000 solutes: mean lump 0.9964, share 9.96e-04
  9000 carriers, 4500 solutes: lump share 0.4999
  rare isomer, cost 8 kT, 100 molecules: mean 0.0335, fraction 3.3535e-04
  rare isomer, cost 8 kT, 10000 molecules: mean 3.3535, fraction 3.3535e-04
neglected effects, factor on threshold feed:
  Sb4 enthalpy lower by 0.05 eV: 2.059
  temperature higher by 10 K: 1.457
  particle radius 10 nm, 0.4 J/m2, 0.030 nm3 per atom: 2.380
  Sb3 with midpoint data: 1.085
gas nonideality, virial 100 cm3/mol: 2.0e-04 kT
pressure term of solid: 3.6e-05 kT per atom
OK
```
